# Surface charge behind a given band bending on bare silicon: test program

```python
"""Surface charge that sustains a given band bending on bare n-type silicon.

Result under test: n_s = sqrt(2 eps N psi / q), where n_s is the number of
elementary charges per area, eps the permittivity, N the donor density,
psi the band bending divided by the elementary charge q.
The thermal edge of the depletion layer replaces psi by psi - kT/q.
The reference is a numerical solution of the nonlinear Poisson equation.
SI units are used inside; printed units are stated on each line.
Silicon parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq

q = const.e
eps_r = 11.7
eps = eps_r * const.epsilon_0
donors = 1e22
bending = 0.5
temperature = 300.0
intrinsic_300 = 1e16
band_states_300 = 2.8e25
donor_depth = 0.045
gap = 1.12
lattice = 0.543e-9
light_mass = 0.19
breakdown_field = 3e7


def thermal_voltage(temp):
    return const.k * temp / q


def depletion_charge(density, psi):
    return np.sqrt(2 * eps * density * psi / q)


def solve_poisson(density, psi, temp, depth=None):
    """Full solution; depth=None means complete donor ionization."""
    vt = thermal_voltage(temp)
    scale = (temp / 300.0) ** 1.5
    ni = intrinsic_300 * scale * np.exp(
        -gap / (2 * vt) + gap / (2 * thermal_voltage(300.0)))
    nc = band_states_300 * scale
    g = 0.0 if depth is None else 2 * density / nc * np.exp(depth / vt)
    ratio2 = (ni / density) ** 2
    n0 = brentq(lambda r: 1 / (1 + g * r) + ratio2 / r - r, 1e-3, 2.0)
    debye = np.sqrt(eps * vt / (q * density))
    z = np.linspace(0.0, 30.0, 2401)
    h = z[1] - z[0]
    edge = np.sqrt(2 * psi / vt)
    u = 0.5 * np.maximum(edge - z, 0.0) ** 2
    u[0] = psi / vt

    def carriers(v):
        return n0 * np.exp(-v), ratio2 / n0 * np.exp(v)

    converged = False
    for _ in range(60):
        n, p = carriers(u[1:-1])
        rho = 1 / (1 + g * n) - n + p
        slope = g * n / (1 + g * n) ** 2 + n + p
        residual = (u[2:] - 2 * u[1:-1] + u[:-2]) / h**2 - rho
        bands = np.full((3, len(n)), 1 / h**2)
        bands[1] = -2 / h**2 - slope
        change = solve_banded((1, 1), bands, -residual)
        u[1:-1] += change
        if np.max(np.abs(change)) < 1e-8:
            converged = True
            break
    assert converged
    n, p = carriers(u)
    rho = 1 / (1 + g * n) - n + p
    return {
        "charge": trapezoid(rho, z) * density * debye,
        "field": (3 * u[0] - 4 * u[1] + u[2]) / (2 * h) * vt / debye,
        "holes": trapezoid(p - p[-1], z) * density * debye,
        "surface_holes": p[0] * density,
        "ionized": 1 / (1 + g * n0),
        "n_bulk": n0 * density,
    }


vt = thermal_voltage(temperature)
charge = depletion_charge(donors, bending)
width = charge / donors
field = q * charge / eps
corrected = depletion_charge(donors, bending - vt)
full = solve_poisson(donors, bending, temperature)

# Analytic charge and field against the numerical solution.
scan = []
for density, psi in [(donors, bending), (1e21, 0.4), (1e22, 0.3), (1e23, 0.5)]:
    numeric = solve_poisson(density, psi, temperature)
    analytic = depletion_charge(density, psi - vt)
    assert abs(numeric["charge"] / analytic - 1) < 1e-3
    assert abs(numeric["field"] / (q * analytic / eps) - 1) < 1e-3
    assert abs(numeric["charge"] / depletion_charge(density, psi) - 1) < 0.06
    scan.append((density, psi, numeric["charge"]))
assert abs(full["charge"] / 2.5e15 - 1) < 0.03

# At the strong-inversion bending the surface hole density equals N.
inversion = 2 * vt * np.log(donors / intrinsic_300)
at_inversion = solve_poisson(donors, inversion, temperature)
assert abs(at_inversion["surface_holes"] / donors - 1) < 1e-3
assert bending < inversion and full["holes"] < 1e-3 * charge

# Donor freeze-out and a higher temperature, at the same bending.
partial = solve_poisson(donors, bending, temperature, donor_depth)
hot = solve_poisson(donors, bending, 400.0, donor_depth)
assert abs(partial["charge"] / full["charge"] - 1) < 0.01
assert abs(hot["charge"] / full["charge"] - 1) < 0.05

# Surface states: integrate Fermi occupation over the gap.
fermi = gap - vt * np.log(band_states_300 / full["n_bulk"]) - bending
offsets = []
for states in (1e16, 1e17):
    offset = charge / states
    neutral_level = fermi - offset
    assert 0 < neutral_level < gap
    occupied = quad(lambda e: 1 / (1 + np.exp((e - fermi) / vt)),
                    0, gap, points=[fermi], epsabs=1e-11)[0]
    trapped = states * (occupied - neutral_level)
    assert abs(trapped / charge - 1) < 1e-3
    offsets.append((states, offset))
surface_atoms = 2 / lattice**2

# Tunnelling exponent at the bulk band edge for the lightest mass.
mass = light_mass * const.m_e
exponent = quad(lambda x: 2 * np.sqrt(
    2 * mass * q * bending * (1 - x) ** 2) / const.hbar * width, 0, 1)[0]
tunnel_energy = q * const.hbar / 2 * np.sqrt(donors / (mass * eps)) / q
assert abs(exponent / (bending / tunnel_energy) - 1) < 1e-6
assert exponent > 50 and field < breakdown_field

# Random donors: relative spread of sqrt(N) between cubes of side W.
count = donors * width**3
spread = 0.5 / np.sqrt(count)
rng = np.random.default_rng(7)
side = 40
total = rng.poisson(count * side**2)
positions = rng.uniform(0, side, (2, total))
cells = np.histogram2d(positions[0], positions[1], bins=side,
                       range=[[0, side], [0, side]])[0]
roots = np.sqrt(cells)
assert abs(np.std(roots) / np.mean(roots) / spread - 1) < 0.1

# First Fermi-Dirac correction to the bulk electron chemical potential.
degeneracy = full["n_bulk"] / (np.sqrt(8) * band_states_300)

print(f"relative permittivity: {eps_r:.1f}")
print(f"permittivity: {eps/100:.4e} F/cm")
print(f"donor density: {donors/1e6:.1e} cm^-3")
print(f"band bending: {bending:.2f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {vt*1e3:.2f} meV")
print(f"intrinsic density: {intrinsic_300/1e6:.1e} cm^-3")
print(f"conduction-band density of states: {band_states_300/1e6:.1e} cm^-3")
print(f"donor depth: {donor_depth*1e3:.0f} meV")
print(f"band gap: {gap:.2f} eV")
print(f"depletion width: {width*1e9:.1f} nm")
print(f"surface field: {field/1e8:.4f} MV/cm")
print(f"surface charge, depletion: {charge/1e4:.3e} e/cm^2")
print(f"same charge: {q*charge*100:.4f} uC/cm^2")
print(f"charge with thermal edge: {corrected/1e4:.3e} e/cm^2")
print(f"charge, full Poisson: {full['charge']/1e4:.3e} e/cm^2")
print(f"depletion overestimate: {100*(charge/full['charge']-1):.2f} %")
for density, psi, value in scan[1:]:
    print(f"full charge, N={density/1e6:.0e} cm^-3, {psi:.1f} eV: "
          f"{value/1e4:.3e} e/cm^2")
print(f"strong-inversion bending: {inversion:.3f} eV")
print(f"surface hole density: {full['surface_holes']/1e6:.2e} cm^-3")
print(f"hole sheet density: {full['holes']/1e4:.2e} cm^-2")
print(f"ionized bulk donors: {100*partial['ionized']:.2f} %")
print("charge change from donor freeze-out: "
      f"{100*(partial['charge']/full['charge']-1):.4f} %")
print(f"charge at 400 K, same bending: {hot['charge']/1e4:.3e} e/cm^2")
print(f"hole sheet density at 400 K: {hot['holes']/1e4:.2e} cm^-2")
print(f"degeneracy correction / kT: {degeneracy:.2e}")
print(f"surface Fermi level above valence band: {fermi:.3f} eV")
for states, offset in offsets:
    print(f"neutrality offset, D={states/1e4:.0e} /(eV cm^2): "
          f"{offset*1e3:.1f} meV")
print(f"lattice constant: {lattice*1e9:.3f} nm")
print(f"ideal Si(100) surface atoms: {surface_atoms/1e4:.2e} cm^-2")
print(f"surface atoms per trapped electron: {surface_atoms/charge:.0f}")
print(f"light electron mass: {light_mass:.2f} m_e")
print(f"tunnelling energy scale: {tunnel_energy*1e3:.2f} meV")
print(f"tunnelling exponent at band edge: {exponent:.0f}")
print(f"rough breakdown field: {breakdown_field/1e8:.1f} MV/cm")
print(f"surface field / breakdown field: {field/breakdown_field:.2f}")
print(f"donors in a cube of side W: {count:.0f}")
print(f"local charge spread from random donors: {100*spread:.1f} %")
print("checks complete")
```

Printed output:

```
relative permittivity: 11.7
permittivity: 1.0359e-12 F/cm
donor density: 1.0e+16 cm^-3
band bending: 0.50 eV
temperature: 300 K
thermal energy kT: 25.85 meV
intrinsic density: 1.0e+10 cm^-3
conduction-band density of states: 2.8e+19 cm^-3
donor depth: 45 meV
band gap: 1.12 eV
depletion width: 254.3 nm
surface field: 0.0393 MV/cm
surface charge, depletion: 2.543e+11 e/cm^2
same charge: 0.0407 uC/cm^2
charge with thermal edge: 2.476e+11 e/cm^2
charge, full Poisson: 2.476e+11 e/cm^2
depletion overestimate: 2.69 %
full charge, N=1e+15 cm^-3, 0.4 eV: 6.956e+10 e/cm^2
full charge, N=1e+16 cm^-3, 0.3 eV: 1.883e+11 e/cm^2
full charge, N=1e+17 cm^-3, 0.5 eV: 7.830e+11 e/cm^2
strong-inversion bending: 0.714 eV
surface hole density: 2.51e+12 cm^-3
hole sheet density: 1.75e+06 cm^-2
ionized bulk donors: 99.60 %
charge change from donor freeze-out: -0.0000 %
charge at 400 K, same bending: 2.475e+11 e/cm^2
hole sheet density at 400 K: 2.26e+09 cm^-2
degeneracy correction / kT: 1.26e-04
surface Fermi level above valence band: 0.415 eV
neutrality offset, D=1e+12 /(eV cm^2): 254.3 meV
neutrality offset, D=1e+13 /(eV cm^2): 25.4 meV
lattice constant: 0.543 nm
ideal Si(100) surface atoms: 6.78e+14 cm^-2
surface atoms per trapped electron: 2668
light electron mass: 0.19 m_e
tunnelling energy scale: 1.25 meV
tunnelling exponent at band edge: 402
rough breakdown field: 0.3 MV/cm
surface field / breakdown field: 0.13
donors in a cube of side W: 164
local charge spread from random donors: 3.9 %
checks complete
```
